# Canonical and grand-canonical twist averaging of the free electron gas: test program

```python
"""Twist averaging of the free electron gas in a cubic periodic cell.

Result under test: filling all levels below the bulk Fermi energy E_F at
each twist (grand-canonical, GC) gives the exact kinetic energy 3/5 E_F per
electron after a full twist average.  Filling a fixed number n of levels per
spin (canonical) leaves a positive bias per electron that falls as n^(-4/3).
Single-twist spreads per electron fall as n^(-2/3) (GC) and n^(-1) (canonical).

Symbols: wave vector k = (2 pi/L)(G + twist), G an integer vector;
R = k_F L/(2 pi), with n = 4 pi R^3/3.  Sums are for one spin, in units of E_F.
omega = T - N is the GC kinetic energy minus E_F times the GC number.
"""
import numpy as np
from scipy import constants as const
from scipy.special import jv


def fermi_radius(n):
    return (3 * n / (4 * np.pi)) ** (1 / 3)


def integer_vectors(radius):
    k = int(np.ceil(radius))
    axis = np.arange(-k, k + 1)
    g = np.array(np.meshgrid(axis, axis, axis, indexing="ij"))
    g = g.reshape(3, -1).T
    return g[(g ** 2).sum(axis=1) <= radius ** 2].astype(float)


def level_sums(n, twists):
    """Canonical energy, GC number and GC energy at each twist."""
    r = fermi_radius(n)
    twists = twists - np.round(twists)
    # A ball of radius r + sqrt(3)/2 always holds at least n shifted points.
    g = integer_vectors(r + np.sqrt(3) + 1e-6)
    g2 = (g ** 2).sum(axis=1)
    chunk = max(1, int(1.5e6 // len(g)))
    canonical, number, energy = [], [], []
    for start in range(0, len(twists), chunk):
        t = twists[start:start + chunk]
        q2 = 2 * t @ g.T + g2 + (t ** 2).sum(axis=1)[:, None]
        inside = q2 < r * r
        number.append(inside.sum(axis=1))
        energy.append((q2 * inside).sum(axis=1) / r ** 2)
        q2.partition(n - 1, axis=1)
        canonical.append(q2[:, :n].sum(axis=1) / r ** 2)
    return (np.concatenate(canonical), np.concatenate(number).astype(float),
            np.concatenate(energy))


def symmetric_grid(m):
    """Irreducible midpoint twists and weights of a full (2m)^3 grid."""
    i, j, k = np.meshgrid(*[np.arange(m)] * 3, indexing="ij")
    keep = (i <= j) & (j <= k)
    i, j, k = i[keep], j[keep], k[keep]
    equal_pairs = (i == j).astype(int) + (j == k)
    weight = np.array([6.0, 3.0, 1.0])[equal_pairs] / m ** 3
    return (np.stack([i, j, k], axis=1) + 0.5) / (2 * m), weight


def spread(values, weight):
    mean = weight @ values
    return np.sqrt(weight @ (values - mean) ** 2)


# Lattice sums and Parseval sums for the fluctuations over twists.
CUT = 24
square = (integer_vectors(CUT) ** 2).sum(axis=1).astype(int)
multiplicity = np.bincount(square)
shell = np.nonzero(multiplicity)[0][1:]
multiplicity = multiplicity[shell]
distance = np.sqrt(shell)
S4 = (multiplicity / distance ** 4).sum() + 4 * np.pi / CUT
S6 = (multiplicity / distance ** 6).sum() + 4 * np.pi / (3 * CUT ** 3)


def number_variance(r):
    terms = (r / distance) ** 3 * jv(1.5, 2 * np.pi * r * distance) ** 2
    tail = r ** 2 / (2 * np.pi ** 2) * 4 * np.pi / CUT
    return (multiplicity * terms).sum() + tail


def omega_variance(r):
    terms = (r / distance) ** 5 * jv(2.5, 2 * np.pi * r * distance) ** 2
    tail = r ** 4 / (2 * np.pi ** 4) * 4 * np.pi / (3 * CUT ** 3)
    return ((multiplicity * terms).sum() / np.pi ** 2 + tail) / r ** 4


bias_coeff = S4 / (6 * np.pi ** 2) * (3 / (4 * np.pi)) ** (2 / 3)
gc_coeff = np.sqrt(S4 / (2 * np.pi ** 2)) * (3 / (4 * np.pi)) ** (1 / 3)
can_coeff = np.sqrt(S6 / (2 * np.pi ** 4))
print(f"Lattice sums S4, S6: {S4:.3f}, {S6:.3f}")
print(f"Predicted canonical bias * n^(4/3): {bias_coeff:.4f} E_F")
print(f"Predicted GC spread * n^(2/3): {gc_coeff:.4f} E_F")
print(f"Predicted canonical spread * n: {can_coeff:.4f} E_F")

# Size dependence, each window covering a unit interval of R.
twists, weight = symmetric_grid(16)
assert abs(weight.sum() - 1) < 1e-12
print(f"Size scan: {2 * 16}^3 twists, {len(twists)} irreducible")
print("Window means: R, n, bias*n^(4/3), GC spread*n^(2/3),")
print("  canonical spread*n (all in E_F), bias/leading formula")
centres = [2.5, 3.5, 5.0, 7.0, 9.5, 12.0]
rows = []
for centre in centres:
    window = []
    for phase in (np.arange(8) + 0.5) / 8 - 0.5:
        n = int(round(4 * np.pi / 3 * (centre + phase) ** 3))
        r = fermi_radius(n)
        can, num, gc = level_sums(n, twists)
        omega = gc - num
        # Canonical filling can never beat the grand-canonical minimum.
        assert np.min(can - n - omega) > -1e-8
        bias = weight @ can / n - 0.6
        var_n = number_variance(r)
        window.append([n, bias, spread(gc, weight) / n,
                       spread(can, weight) / n,
                       bias / (var_n / (3 * n ** 2)),
                       spread(num, weight) ** 2 / var_n,
                       spread(omega, weight) ** 2 / omega_variance(r)])
    w = np.array(window)
    rows.append(w)
    size = w[:, 0]
    print(f"  {centre:4.1f} {size.mean():7.0f}"
          f" {(w[:, 1] * size ** (4 / 3)).mean():.4f}"
          f" {(w[:, 2] * size ** (2 / 3)).mean():.4f}"
          f" {(w[:, 3] * size).mean():.4f} {w[:, 4].mean():.3f}")
scan = np.concatenate(rows)
assert np.all(scan[:, 1] > 0)
log_n = np.log(scan[:, 0])
slopes = [np.polyfit(log_n, np.log(scan[:, c]), 1)[0] for c in (1, 2, 3)]
print(f"Range of n in the fits: {scan[:, 0].min():.0f}"
      f" to {scan[:, 0].max():.0f}")
print(f"Fitted exponent, canonical bias: {slopes[0]:.3f}")
print(f"Fitted exponent, GC single-twist spread: {slopes[1]:.3f}")
print(f"Fitted exponent, canonical single-twist spread: {slopes[2]:.3f}")
print(f"Mean ratio, measured/Bessel variance of N: {scan[:, 5].mean():.3f}")
print(f"Mean ratio, measured/Bessel variance of omega:"
      f" {scan[:, 6].mean():.3f}")
# Shell oscillations and subleading terms limit the fitted exponents.
assert abs(slopes[0] + 4 / 3) < 0.08
assert abs(slopes[1] + 2 / 3) < 0.05
assert abs(slopes[2] + 1) < 0.06
# The finite set of twists limits each variance to several per cent.
assert abs(scan[:, 5].mean() - 1) < 0.04
assert abs(scan[:, 6].mean() - 1) < 0.04
# Corrections to the leading bias formula are of relative order 1/R.
large = np.concatenate(rows[3:])
assert abs(large[:, 4].mean() - 1) < 0.12

# Worked example in SI units.
density = 5e28
n = 33
electrons = 2 * n
side = (electrons / density) ** (1 / 3)
k_fermi = (3 * np.pi ** 2 * density) ** (1 / 3)
e_fermi = (const.hbar * k_fermi) ** 2 / (2 * const.m_e) / const.e
mev = 1000 * e_fermi
r = fermi_radius(n)
assert abs(k_fermi * side / (2 * np.pi) - r) < 1e-10
print(f"Example: density {density:.1e} m^-3, N = {electrons}, n = {n}")
print(f"Cell side: {side * 1e9:.4f} nm;  R = {r:.4f}")
print(f"k_F: {k_fermi:.4e} m^-1;  E_F: {e_fermi:.4f} eV")
print(f"Exact kinetic energy per electron: {0.6 * e_fermi:.5f} eV"
      f" = {0.6 * e_fermi * const.e:.4e} J")
zero = level_sums(n, np.zeros((1, 3)))
print(f"Zero twist, canonical energy per electron:"
      f" {zero[0][0] / n * e_fermi:.5f} eV")
print(f"Zero twist, GC electron number (both spins): {2 * zero[1][0]:.0f}")

print("Grid errors per electron (meV): grid, GC plain, GC corrected,")
print("  canonical")
canonical_biases = []
for m in (8, 16, 32):
    grid, wt = symmetric_grid(m)
    can, num, gc = level_sums(n, grid)
    plain = wt @ gc / n - 0.6
    corrected = wt @ (gc - num) / n + 0.4
    bias = wt @ can / n - 0.6
    canonical_biases.append(bias)
    print(f"  {2 * m}^3 {plain * mev:.5f} {corrected * mev:.6f}"
          f" {bias * mev:.4f}")
# Remaining GC errors are quadrature errors of the finest grid.
assert abs(plain) < 2e-4 and abs(corrected) < 1e-6
assert abs(wt @ num / n - 1) < 3e-4
assert abs(canonical_biases[1] / canonical_biases[2] - 1) < 0.02
leading = number_variance(r) / (3 * n ** 2)
print(f"Canonical bias, leading formula: {leading * mev:.4f} meV")
print(f"GC electron number over twists: {2 * num.min():.0f}"
      f" to {2 * num.max():.0f}, rms deviation {2 * spread(num, wt):.3f}")

ratio_bias = wt @ (gc / num) - 0.6
ratio_leading = -0.4 * number_variance(r) / n ** 2
print(f"Bias of averaged ratio T/N: {ratio_bias * mev:.4f} meV"
      f" (leading formula {ratio_leading * mev:.4f} meV)")
# The number-omega covariance is neglected and matters in a small cell.
assert ratio_bias < 0 and abs(ratio_bias / ratio_leading - 1) < 0.35

sd_gc = spread(gc, wt) / n
sd_corrected = spread(gc - num, wt) / n
sd_can = spread(can, wt) / n
print(f"Single-twist spread (meV): GC plain {sd_gc * mev:.3f},"
      f" GC corrected {sd_corrected * mev:.3f},")
print(f"  canonical {sd_can * mev:.3f}")
print(f"Random twists at which canonical noise equals bias:"
      f" {(sd_can / bias) ** 2:.1f}")

# A grid of 3^3 twists must reproduce one twist of a cell three times larger.
rng = np.random.default_rng(12345)
offset = rng.random(3)
j = np.array(np.meshgrid(*[np.arange(3)] * 3)).reshape(3, -1).T
small = level_sums(n, (j + offset) / 3)
big = level_sums(27 * n, offset[None, :])
assert small[1].sum() == big[1][0]
assert abs(small[2].sum() - big[2][0]) < 1e-8
print(f"3^3 grid and tripled cell, GC levels per spin:"
      f" {small[1].sum():.0f} and {big[1][0]:.0f}")

# Repeated runs with random twists: rms error about the exact energy.
can, num, gc = level_sums(n, rng.random((80000, 3)))
errors = [gc / n - 0.6, (gc - num) / n + 0.4, can / n - 0.6]
print("Random-twist rms error (meV): M, GC plain, GC corrected, canonical")
for m in (10, 100, 1000):
    rms = [np.sqrt((e.reshape(-1, m).mean(axis=1) ** 2).mean())
           for e in errors]
    expected = [sd_gc / np.sqrt(m), sd_corrected / np.sqrt(m),
                np.sqrt(bias ** 2 + sd_can ** 2 / m)]
    # At the largest M only 80 runs are available, about 8 per cent noise.
    assert np.all(np.abs(np.array(rms) / expected - 1) < 0.3)
    print(f"  {m} " + " ".join(f"{x * mev:.3f}" for x in rms))

print("tests ok")
```

Printed output:

```
Lattice sums S4, S6: 16.532, 8.402
Predicted canonical bias * n^(4/3): 0.1074 E_F
Predicted GC spread * n^(2/3): 0.5677 E_F
Predicted canonical spread * n: 0.2077 E_F
Size scan: 32^3 twists, 816 irreducible
Window means: R, n, bias*n^(4/3), GC spread*n^(2/3),
  canonical spread*n (all in E_F), bias/leading formula
   2.5      68 0.1034 0.5644 0.1986 0.929
   3.5     183 0.1049 0.5592 0.1986 0.974
   5.0     529 0.1079 0.5637 0.1950 0.987
   7.0    1444 0.1109 0.5644 0.1985 1.020
   9.5    3601 0.1074 0.5603 0.1983 1.007
  12.0    7251 0.1074 0.5581 0.1981 0.996
Range of n in the fits: 37 to 8059
Fitted exponent, canonical bias: -1.321
Fitted exponent, GC single-twist spread: -0.668
Fitted exponent, canonical single-twist spread: -1.001
Mean ratio, measured/Bessel variance of N: 0.998
Mean ratio, measured/Bessel variance of omega: 1.000
Example: density 5.0e+28 m^-3, N = 66, n = 33
Cell side: 1.0970 nm;  R = 1.9898
k_F: 1.1397e+10 m^-1;  E_F: 4.9490 eV
Exact kinetic energy per electron: 2.96940 eV = 4.7575e-19 J
Zero twist, canonical energy per electron: 2.95448 eV
Zero twist, GC electron number (both spins): 54
Grid errors per electron (meV): grid, GC plain, GC corrected,
  canonical
  16^3 -7.89362 0.014926 7.3262
  32^3 -0.83908 0.003033 7.2265
  64^3 0.02276 -0.000122 7.2180
Canonical bias, leading formula: 6.9529 meV
GC electron number over twists: 54 to 80, rms deviation 4.287
Bias of averaged ratio T/N: -8.4206 meV (leading formula -8.3435 meV)
Single-twist spread (meV): GC plain 321.990, GC corrected 18.098,
  canonical 16.248
Random twists at which canonical noise equals bias: 5.1
3^3 grid and tripled cell, GC levels per spin: 893 and 893
Random-twist rms error (meV): M, GC plain, GC corrected, canonical
  10 100.729 5.703 8.889
  100 31.337 1.870 7.423
  1000 10.494 0.595 7.255
tests ok
```
